\section*{When a 3 mm dc Sheath in Argon Becomes Collisional}

\section{What a collisionless estimate gets wrong}

An argon ion that falls freely through a dc sheath reaches the wall with the full energy of the voltage drop. For a 3 mm sheath carrying 272 V, one would therefore design for ions of about 272 eV. At a gas pressure near 3.5 Pa that is wrong for most of the ions. About 63\% of them have exchanged charge with a gas atom on the way, and the mean energy of the arriving ions is about 184 eV. The missing energy has gone to fast neutral atoms, which an ion collector does not count. One needs to know the pressure at which this starts to matter, and how sharply.

\section{Back-of-envelope estimate}

In resonant charge exchange an electron passes from a slow gas atom to a fast ion. The fast ion becomes a fast atom, and the slow atom becomes a slow ion, which the sheath field must accelerate afresh. Take the cross section as $\sigma=4\times10^{-19}\ \mathrm{m^2}$ and the gas temperature as $T=300$ K, so that $kT=4.14\times10^{-21}$ J. At $p=3.5$ Pa the ideal gas law gives
\begin{equation}
n=\frac{p}{kT}=\frac{3.5}{4.14\times10^{-21}}\approx 8.45\times10^{20}\ \mathrm{m^{-3}},
\end{equation}
and the mean free path is
\begin{equation}
\lambda=\frac{1}{n\sigma}=\frac{1}{(8.45\times10^{20})(4\times10^{-19})}\ \mathrm{m}\approx 3.0\ \mathrm{mm}.
\end{equation}
This is the width of the sheath, so an ion can expect about one charge exchange in crossing it.

The estimate leaves three questions open. The ions accelerate strongly, so it is not obvious that one mean free path serves for the whole sheath. It does not say how wide the crossover is. And the slow new ions alter the space charge, and with it the sheath itself.

\section{Controlled derivation}

\subsection{Assumptions}

The sheath is steady and planar, with no ionization inside it. Position $x$ runs from the plasma edge, $x=0$, to the wall, $x=s$. The symbol $\phi(x)$ denotes the positive voltage drop from the edge, so $\phi(0)=0$ and $\phi(s)=V$. The cross section does not depend on energy, the gas atoms are slow compared with the ions, and charge exchange is the only collision. A new ion starts at rest.

\subsection{Number of collisions}

An ion of speed $v$ meets gas atoms at the rate $n\sigma v$. Its chance of charge exchange in a time $dt$ is
\begin{equation}
n\sigma v\,dt=n\sigma\,dx=\frac{dx}{\lambda},
\end{equation}
because $v\,dt=dx$. The speed has cancelled. A fast ion collides more often per second but spends less time on each millimetre, so the field profile does not affect the chance per unit path. This relies on $\sigma$ being constant and on the atoms being slow.

Let $P(x)$ be the fraction of entering ions that have not collided by $x$. The loss in $dx$ is $P\,dx/\lambda$, so
\begin{equation}
\frac{dP}{dx}=-\frac{P}{\lambda},\qquad P(0)=1
\quad\Longrightarrow\quad P(s)=e^{-s/\lambda}.
\end{equation}
After each event the new ion continues towards the wall from the same place. The chain of ions therefore covers the path $s$ once, with chance $dx/\lambda$ of an event in each element. The mean number of events per arriving ion is
\begin{equation}
a=\int_0^s\frac{dx}{\lambda}=\frac{s}{\lambda}=n\sigma s=\frac{p\sigma s}{kT}.
\label{a}
\end{equation}
Setting $a=1$ defines the crossover pressure:
\begin{equation}
p^*=\frac{kT}{\sigma s}
=\frac{4.142\times10^{-21}}{(4\times10^{-19})(3\times10^{-3})}\ \mathrm{Pa}
=3.45\ \mathrm{Pa}\quad(25.9\ \mathrm{mTorr}).
\label{pstar}
\end{equation}

The choice $a=1$ is a convention, and the change around it is gradual. For an uncollided fraction $P$, $a=-\ln P$, so the pressure is $p=-p^*\ln P$. Keeping 90\% of the ions uncollided requires $p=0.36$ Pa, while reducing the uncollided fraction to 5\% takes 10.3 Pa. The two pressures differ by a factor of about 28. At $p^*$ itself, $e^{-1}=37\%$ of the ions still cross freely.

\subsection{Mean energy at the wall}

Write $u=x/s$ and $f(u)=\phi/V$, so that $f(0)=0$ and $f(1)=1$. An ion born at $u$ arrives with energy $eV[1-f(u)]$. The probability that the arriving ion was born between $u$ and $u+du$ is the chance of an event there, $a\,du$, times the chance of no later event, $e^{-a(1-u)}$. With probability $e^{-a}$ there was no event, and the energy is $eV$ if the small entrance energy is left out. Hence
\begin{equation}
\frac{\langle\mathcal E\rangle}{eV}
=e^{-a}+\int_0^1 a\,e^{-a(1-u)}\,[1-f(u)]\,du .
\end{equation}
Since $a\,e^{-a(1-u)}$ is the derivative of $e^{-a(1-u)}$, integration by parts gives
\begin{align}
\int_0^1 a\,e^{-a(1-u)}(1-f)\,du
&=\Big[e^{-a(1-u)}(1-f)\Big]_0^1+\int_0^1 e^{-a(1-u)}f'(u)\,du\nonumber\\
&=-e^{-a}+\int_0^1 e^{-a(1-u)}f'(u)\,du .
\end{align}
The terms $\pm e^{-a}$ cancel, leaving
\begin{equation}
\frac{\langle\mathcal E\rangle}{eV}=\int_0^1 f'(u)\,e^{-a(1-u)}\,du .
\label{energy}
\end{equation}
Each element of voltage counts only if the ion keeps its charge and motion from there to the wall.

\subsection{The collisionless profile}

To use (\ref{energy}) one needs $f$. Neglect electrons in the sheath and let ions enter at rest. The ion current density $j$ is constant, and the charge density is $j/v$ with $v=\sqrt{2e\phi/M}$, where $M$ is the ion mass. The electrostatic potential is $-\phi$, so Poisson's equation reads
\begin{equation}
\phi''=K\phi^{-1/2},\qquad K=\frac{j}{\varepsilon_0}\sqrt{\frac{M}{2e}} .
\end{equation}
Multiply by $\phi'$ and integrate from the edge, where both $\phi$ and $\phi'$ vanish:
\begin{equation}
\tfrac12\phi'^2=2K\phi^{1/2}
\quad\Longrightarrow\quad \phi^{-1/4}\phi'=2\sqrt K
\quad\Longrightarrow\quad \tfrac43\phi^{3/4}=2\sqrt K\,x .
\end{equation}
Thus $\phi\propto x^{4/3}$, or $f=u^{4/3}$. Squaring the last relation at $x=s$ gives $V^{3/2}=\tfrac94Ks^2$, which is the Child law:
\begin{equation}
j=\frac49\,\varepsilon_0\sqrt{\frac{2e}{M}}\,\frac{V^{3/2}}{s^2}.
\label{child}
\end{equation}

With $f'=\tfrac43u^{1/3}$, equation (\ref{energy}) has two simple limits. For $a\ll1$, expand $e^{-a(1-u)}\approx1-a(1-u)$. Integration by parts gives $\int_0^1(1-u)f'\,du=\int_0^1 f\,du=\tfrac37$, so the mean energy fraction is $1-3a/7$. At 0.35 Pa, where $a=0.10$, this gives 0.96, in agreement with the full integral. For $a\gg1$ only the region near the wall contributes, and the fraction tends to $f'(1)/a=4/(3a)$. This is the energy gained over one mean free path in the wall field.

\section{Worked example}

Consider a biased electrode in an argon plasma with edge density $n_s=10^{16}\ \mathrm{m^{-3}}$ and electron temperature $T_e=3$ eV, both rough typical values. In the formulas below $T_e$ is in volts. Ions enter at the Bohm speed $\sqrt{eT_e/M}=2.7$ km/s, so $j=en_s\sqrt{eT_e/M}=0.43\ \mathrm{mA/cm^2}$. Put this $j$ into $V^{3/2}=\tfrac94Ks^2$. The ion mass cancels:
\begin{equation}
V^{3/2}=\frac94\,\frac{en_s s^2}{\varepsilon_0}\sqrt{\frac{T_e}{2}}
=\frac{9}{4\sqrt2}\left(\frac{s}{\lambda_D}\right)^2T_e^{3/2},
\qquad \lambda_D^2=\frac{\varepsilon_0T_e}{en_s}.
\end{equation}
With $\lambda_D=0.1288$ mm and $s=3$ mm,
\begin{equation}
V=T_e\left[\frac{9}{4\sqrt2}\left(\frac{3}{0.1288}\right)^2\right]^{2/3}\approx272\ \mathrm V .
\end{equation}

The table holds $s$ and the Child profile fixed while the pressure changes.
\begin{center}
\begin{tabular}{ccccc}
$p$ (Pa) & $\lambda$ (mm) & $a$ & uncollided & $\langle\mathcal E\rangle/eV$\\ \hline
0.35 & 29.6 & 0.10 & 0.90 & 0.96\\
1.0 & 10.4 & 0.29 & 0.75 & 0.89\\
3.5 & 2.96 & 1.01 & 0.36 & 0.67\\
10 & 1.04 & 2.90 & 0.055 & 0.38\\
35 & 0.30 & 10.1 & $4\times10^{-5}$ & 0.13
\end{tabular}
\end{center}
At $p^*$ the mean energy is 184 eV, including the entrance energy $T_e/2=1.5$ eV of the uncollided 37\%. An entering ion and the field together supply $272+1.5\approx274$ eV per arriving ion. The difference, about 90 eV, is handed to fast neutrals, on average one per ion. Whether they reach the wall without further collisions is not treated here.

These results were tested by following ions step by step in time through the Child field, with a collision probability set by the speed of ion and atom relative to each other. At $p^*$ with gas atoms at rest, the simulation gave 0.999 events per ion, an uncollided fraction of 0.369 and a mean energy of 184.4 eV; the formulas give 1.000, 0.368 and 184.2 eV. At 7 Pa it gave 2.03 events, 0.131 and 130 eV, against 2.03, 0.132 and 132 eV. Giving the atoms thermal motion at 300 K changed the number of events at $p^*$ to 0.996, which is within the standard error of 0.006. Treating the gas as cold is therefore adequate here.

\section{How slow ions change the sheath}

Charge exchange conserves the ion current but slows the carriers, so the same current carries more space charge. An ion born at $u'$ has speed $\sqrt{2eV[f(u)-f(u')]/M}$ at $u$. Summing over birthplaces with the weights used above, and scaling $x$ by $s$ and $\phi$ by $V$, turns Poisson's equation into
\begin{equation}
f''=C\left[\frac{e^{-au}}{\sqrt{f(u)}}
+\int_0^u\frac{a\,e^{-a(u-u')}}{\sqrt{f(u)-f(u')}}\,du'\right],
\qquad
C=\frac{j s^2}{\varepsilon_0V^{3/2}}\sqrt{\frac{M}{2e}} .
\label{poisson}
\end{equation}
The condition $f(1)=1$ fixes $C$. For $a=0$, equation (\ref{child}) gives $C=4/9=0.444$, and the numerical solution reproduces it.

At $a=1$ the solution gives $C=0.387$. With current and width held fixed, $V\propto C^{-2/3}$, so the voltage rises by the factor $(0.4445/0.387)^{2/3}=1.10$, from 272 to 298 V. The mean energy fraction from (\ref{energy}) with this profile is 0.68. At the crossover the energy fraction thus hardly changes, while the voltage, and with it the mean energy in eV, rises by about 10\%. Neither change enters $p^*$ when $s$ is given.

For $a\gg1$ the bracket can be evaluated. Away from the edge the first term is negligible, and the integral comes from short distances $\xi=u-u'\sim1/a$, over which $f(u)-f(u')\approx f'(u)\,\xi$. Extending the upper limit of $\xi$ to infinity,
\begin{equation}
\int_0^\infty\frac{a\,e^{-a\xi}}{\sqrt{f'\xi}}\,d\xi
=\frac{a}{\sqrt{f'}}\sqrt{\frac{\pi}{a}}=\sqrt{\frac{\pi a}{f'}} .
\end{equation}
Then $\sqrt{f'}\,f''=C\sqrt{\pi a}$. Integrating once with $f'(0)=0$, and then again with $f(0)=0$,
\begin{equation}
\tfrac23f'^{3/2}=C\sqrt{\pi a}\,u,
\qquad
f=\tfrac35\left(\tfrac32C\sqrt{\pi a}\right)^{2/3}u^{5/3}.
\end{equation}
The condition $f(1)=1$ gives
\begin{equation}
C=\frac{(5/3)^{3/2}}{\tfrac32\sqrt{\pi a}},\qquad f=u^{5/3}.
\end{equation}
At $a=40$ this limit gives 0.128, while the numerical solution of (\ref{poisson}) gives 0.122, about 5\% lower. The difference comes from finite $a$, since refining the numerical grid changes the coefficient by less than 1\%. In this regime an ion forgets its history within a short distance, and its mean speed follows from the local field. The mean energy fraction tends to $f'(1)/a=5/(3a)$ instead of the Child value $4/(3a)$. At 35 Pa this limit is about 0.16, and the numerical solution of (\ref{poisson}) gives 0.15, so the last entry of the table, 0.13, is too low.

\section{Comparison and limits of the estimate}

The quick estimate and the derivation agree on the pressure because the speed cancels from the collision probability. What the derivation adds is the width of the crossover and its effect on the ion energy. The result can also be written as $p^*s=kT/\sigma=10.4$ Pa\,mm. This form is the safer one to carry to other conditions, since changing the pressure of a discharge generally changes its density and hence its sheath width.

The Child law also omits electrons in the sheath and the entrance speed of the ions. Let $y=\phi/T_e$, with Boltzmann electrons and ions entering at the Bohm speed. Without collisions,
\begin{equation}
\lambda_D^2y''=(1+2y)^{-1/2}-e^{-y}
\;\Longrightarrow\;
\tfrac12\lambda_D^2y'^2=\sqrt{1+2y}+e^{-y}-2,
\end{equation}
after multiplying by $y'$ and integrating from $y=y'=0$. For small $y$ the right side is $y^3/3$, so the distance to $y=0$ diverges and a starting point must be chosen. From $y=1$ to the wall at 272 V the width is 3.6 mm; starting at $y=0.5$ or $y=2$ instead changes it by about 0.2 mm. If the voltage and current are the known quantities, this collisionless width puts the crossover at $10.4/3.6\approx2.9$ Pa. Slow ions narrow the sheath at fixed voltage and current, in the Child model by the factor $(0.387/0.4445)^{1/2}=0.93$ at $a=1$, which brings the crossover back to a little above 3 Pa. If the 3 mm width is known, $p^*$ stays where it is.

The gas may be hotter than the 300 K assumed here. At 400 K and the same pressure the gas is thinner, and the crossover rises by a third, to 4.6 Pa. The cross section also varies with energy: a rough range of $3.5$ to $5\times10^{-19}\ \mathrm{m^2}$ moves $p^*$ from 3.9 to 2.8 Pa. Counting a rough $10^{-19}\ \mathrm{m^2}$ of elastic scattering as additional collisions likewise gives 2.8 Pa. In a radio-frequency sheath the width varies during the cycle, and the dc result does not apply directly.

Ionization by electrons released from the wall is a small effect here; plasma electrons that enter the sheath are not counted in this estimate. With a rough ionization cross section of $2.5\times10^{-20}\ \mathrm{m^2}$, an electron released from the wall makes $n\sigma_i s=0.062$ ionizations on average. For a rough yield of 0.1 electrons per ion, the number of new ions per arriving ion is $0.1\,(e^{0.062}-1)=0.006$. A self-sustained breakdown of the gap would need this number to reach 1.

The presheath, where the quasineutral plasma accelerates ions to the Bohm speed, can be much longer than the sheath. For an assumed length of 3 cm the same criterion gives 0.35 Pa, but only as an order of magnitude: ions in the presheath are not always fast compared with the atoms, and many are born partway along it. At 1 Pa, for example, an ion can then expect a few charge exchanges in the presheath, while 75\% of the ions still cross the 3 mm sheath without one.

\section*{Numbers as computed}
\begin{verbatim}
cross section: 4.0e-19 m^2
gas temperature: 300 K
sheath width: 3.0 mm
k*T: 4.1419e-21 J
crossover pressure: 3.452 Pa
crossover pressure: 25.9 mTorr
gas density at crossover: 8.333e+20 m^-3
mean free path at 3.5 Pa: 2.959 mm
pressure for 90% uncollided: 0.364 Pa
pressure for 5% uncollided: 10.34 Pa
p (Pa), mfp (mm), events, uncollided, mean energy/eV (Child):
  0.35, 29.585, 0.101, 0.904, 0.958
  1.00, 10.355, 0.290, 0.748, 0.886
  3.50, 2.959, 1.014, 0.363, 0.672
  10.00, 1.035, 2.897, 0.0552, 0.381
  35.00, 0.296, 10.140, 3.95e-05, 0.127
rough edge density: 1.0e+16 m^-3
rough electron temperature: 3.0 eV
Bohm speed: 2692 m/s
ion current density: 0.431 mA/cm^2
edge Debye length: 0.129 mm
Child-law sheath voltage: 272.1 V
Child wall field: 1.21 kV/cm
Monte Carlo | formula: events, uncollided, mean energy (eV)
  crossover, cold gas: 0.999, 0.369, 184.4 | 1.000, 0.368, 184.2
  7 Pa, cold gas: 2.031, 0.131, 130.4 | 2.028, 0.132, 131.6
  crossover, 300 K gas: 0.996, 0.365, 184.6 | 1.000, 0.368, 184.2
standard error of events at crossover: 0.006
space-charge coefficient, no collisions: 0.4445
space-charge coefficient, a = 1: 0.3870
coefficient, a = 40, solver: 0.1222
coefficient, a = 40, mobility law: 0.1280
voltage for same flux and width, a = 1: 298.4 V
self-consistent mean energy/eV, a = 1: 0.682
width with electrons, beyond 1 T_e drop: 3.60 mm
crossover, low rough 3.5e-19 m^2: 3.94 Pa
crossover, high rough 5.0e-19 m^2: 2.76 Pa
crossover, with rough elastic part 5.0e-19 m^2: 2.76 Pa
crossover with gas at 400 K: 4.60 Pa
crossover for 3 cm presheath: 0.345 Pa
rough secondary yield: 0.1 electrons per ion
rough ionization cross section: 2.5e-20 m^2
ionizations per secondary electron: 0.062
breakdown feedback (needs 1): 0.0064
\end{verbatim}
